# Stationary points of a two-torsion surface and the Morse relation

## Problem

A molecule has two equivalent rotors, with torsion angles $a$ and $b$. Bond lengths and bond angles are held fixed, so the energy depends on the two torsions alone. Take the model

$$V(a,b)=A(\cos a+\cos b)+B\cos(a+b)+C\cos(a-b). \qquad (1)$$

The coefficient $A$ describes each rotor by itself, while $B$ and $C$ couple the two. Angles are in radians in the algebra, and energies are in atomic units. Every term of (1) is linear in $A$, $B$, $C$, so the formulas hold equally with all energies in eV, as in the numerical example. Since $a$ and $a+2\pi$ are the same geometry, and likewise for $b$, the configuration space is a torus.

A stationary point is a geometry at which both torques $-\partial V/\partial a$ and $-\partial V/\partial b$ vanish. It is nondegenerate if the Hessian, the matrix of second derivatives, has nonzero determinant there. It is then a minimum, a saddle or a maximum, according to whether the Hessian has zero, one or two negative eigenvalues. Call the numbers of these points $n_0$, $n_1$ and $n_2$.

For $A=0.10$ eV, $B=0.08$ eV and $C=0.12$ eV:

1. Estimate the number of stationary points and the barrier between the minima.
2. Find all stationary points in closed form, and classify them.
3. Prove the Morse relation $n_0-n_1+n_2=0$ on the torus, and verify it for the list.
4. Decide whether a list that satisfies the relation must be complete.
5. Find the barrier and compare it with the estimate.

## First estimate by scaling

The half sum and half difference of the torsions,

$$s=\frac{a+b}{2},\qquad d=\frac{a-b}{2},\qquad a=s+d,\quad b=s-d, \qquad (2)$$

separate the coupling terms, because $a+b=2s$ and $a-b=2d$. If $A$ is neglected,

$$V\approx B\cos 2s+C\cos 2d .$$

Raising $a$ by $2\pi$ changes $(s,d)$ to $(s+\pi,d+\pi)$. Raising $b$ by $2\pi$ changes it to $(s+\pi,d-\pi)$. Hence $s$ and $d$ each have period $2\pi$, and in addition $(s,d)$ and $(s+\pi,d+\pi)$ are the same geometry. Each geometry appears twice in the square $0\le s,d<2\pi$.

In one period of $2\pi$, $\cos 2s$ has two maxima and two minima, and so has $\cos 2d$. That gives $4\times4=16$ stationary pairs $(s,d)$, hence 8 geometries. For positive $B$ and $C$, the minima have both cosines equal to $-1$: four pairs, or 2 geometries. By the same count there are 2 maxima, and the remaining 4 are saddles.

To pass from one minimum to the other, one of the two cosines must go from $-1$ through $+1$. The cheaper way costs

$$E_{\rm est}=2\min(B,C)=2B=0.16\ \text{eV}.$$

The neglected term, $A(\cos a+\cos b)=2A\cos s\cos d$, is zero at the minima and saddles of this estimate, because $\cos s$ or $\cos d$ vanishes at each of them. It can still shift the saddle on the cheaper path, where $\cos 2d=-1$ and the curvature in $d$ is $4C$, by an angle of order $A/C$ (the other saddles shift by an angle of order $A/B$). It is linear in $A$, so the shift changes the energy by an amount of order $A\cdot A/C=A^2/C=0.083$ eV. This is half the estimate itself, so 0.16 eV gives the size of the barrier and no more. The count should survive while $A$ is small compared with $B$ and $C$; the estimate does not say where it fails.

## Exact solution

### The stationary conditions

Write $x=\cos s$ and $y=\cos d$. The identities $\cos a+\cos b=2\cos s\cos d$ and $\cos 2s=2x^2-1$, with the corresponding one for $d$, turn (1) into

$$V=2Axy+2Bx^2+2Cy^2-B-C. \qquad (3)$$

Since $dx/ds=-\sin s$ and $dy/dd=-\sin d$, the derivatives are

$$V_s=-2\sin s\,(Ay+2Bx),\qquad V_d=-2\sin d\,(Ax+2Cy). \qquad (4)$$

By (2), $V_s=V_a+V_b$ and $V_d=V_a-V_b$. Both pairs of derivatives therefore vanish together, and no stationary point is gained or lost by the change of variables.

Assume from here on that

$$A^2\neq4B^2,\qquad A^2\neq4C^2,\qquad A^2\neq4BC. \qquad (5)$$

Each product in (4) vanishes through one of its two factors, which leaves four cases.

**Both sines vanish.** Then $s$ and $d$ are each 0 or $\pi$. These four pairs are two geometries, $(a,b)=(0,0)$ and $(\pi,\pi)$.

**$\sin s=0$ and $Ax+2Cy=0$.** The joint shift by $\pi$ lets us choose $s=0$, so $x=1$ and $2Cy=-A$. If $C=0$, (5) requires $A\ne0$ and there is no solution. Otherwise $y=-A/(2C)$, which is a cosine if $|A|<2|C|$; equality is excluded by (5). The solutions are $d=\pm\delta$, that is

$$(a,b)=(\delta,-\delta),\ (-\delta,\delta),\qquad \cos\delta=-\frac{A}{2C}.$$

**$\sin d=0$ and $Ay+2Bx=0$.** The same argument with $s,B$ and $d,C$ exchanged gives, if $|A|<2|B|$,

$$(a,b)=(\sigma,\sigma),\ (-\sigma,-\sigma),\qquad \cos\sigma=-\frac{A}{2B}.$$

**Both brackets vanish.** These are two linear equations for $x$ and $y$ with determinant $4BC-A^2\ne0$. Hence $x=y=0$, and $s$ and $d$ are each $\pm\pi/2$. The four pairs are two geometries, $(\pi,0)$ and $(0,\pi)$.

The cases exhaust (4), so the list is complete. It has 8, 6 or 4 members, depending on whether both, one or neither of the inequalities $|A|<2|C|$ and $|A|<2|B|$ holds.

### Classification

Differentiating (4) once more gives

$$V_{ss}=-2Axy-4B\cos2s,\quad V_{dd}=-2Axy-4C\cos2d,\quad V_{sd}=2A\sin s\sin d. \qquad (6)$$

The change (2) is linear and invertible. The second-order energy change for a given displacement is the same number in either set of variables, so the number of independent downhill directions is also the same. We may classify with (6).

At $(0,0)$, $xy=1$ and both cosines of doubled angles are 1, so $V_{ss}=-2A-4B$ and $V_{dd}=-2A-4C$. At $(\pi,\pi)$, $xy=-1$, which reverses the sign of $A$. In both cases $V_{sd}=0$.

At the $\delta$ pair, $s=0$, $x=1$, $y=-A/(2C)$ and $V_{sd}=0$. Then

$$V_{ss}=\frac{A^2}{C}-4B=\frac{A^2-4BC}{C},$$

$$V_{dd}=\frac{A^2}{C}-4C\left(\frac{2A^2}{4C^2}-1\right)=\frac{4C^2-A^2}{C}.$$

The $\sigma$ pair follows by exchanging the roles of $s,B$ and $d,C$: $V_{ss}=(4B^2-A^2)/B$ and $V_{dd}=(A^2-4BC)/B$.

At $(\pi,0)$ and $(0,\pi)$, $x=y=0$ and both doubled angles have cosine $-1$. Thus $V_{ss}=4B$, $V_{dd}=4C$ and $V_{sd}=\pm2A$, with determinant $4(4BC-A^2)$. Under (5) all these determinants are nonzero, so every stationary point is nondegenerate.

For the given parameters, $\cos\delta=-0.10/0.24$ gives $\delta=114.62^\circ$, and $\cos\sigma=-0.10/0.16$ gives $\sigma=128.68^\circ$. The energies follow from (3). At the $\delta$ pair, for example,

$$V_\delta=-\frac{A^2}{C}+2B+\frac{A^2}{2C}-B-C=B-C-\frac{A^2}{2C}=-0.0817\ \text{eV}.$$

With energies in eV and curvatures in eV/rad², the list is:

| Points | $V$ | $V_{ss}$ | $V_{dd}$ | Type |
|---|---|---|---|---|
| $(0,0)$ | 0.4000 | −0.5200 | −0.6800 | maximum |
| $(\pi,\pi)$ | 0.0000 | −0.1200 | −0.2800 | maximum |
| $(\pi,0)$, $(0,\pi)$ | −0.2000 | 0.3200 | 0.4800 | minima |
| $\delta$ pair | −0.0817 | −0.2367 | 0.3967 | saddles |
| $\sigma$ pair | −0.0225 | 0.1950 | −0.3550 | saddles |

For the minima $V_{sd}=\pm0.2000$ eV/rad², and the determinant $0.32\times0.48-0.20^2$ is positive, as a minimum requires.

### The Morse relation

Let $\mathbf g=(V_a,V_b)$. Follow its direction once counterclockwise around a closed curve on which $\mathbf g\neq0$. The direction returns to its initial value after a whole number of turns, the winding number.

If a region is cut into cells, the winding around its boundary is the sum of the windings around the cells, because each inner edge is traversed once in each direction. A sufficiently small cell without a stationary point has winding zero, since the direction of $\mathbf g$ hardly varies across it. Contributions therefore come from the stationary points alone.

Near a nondegenerate stationary point, $\mathbf g=H\mathbf q$ plus terms of second order in the displacement $\mathbf q$, where $H$ is the Hessian. On a small enough circle these terms are shorter than $H\mathbf q$ and cannot change the winding. Along the eigenvectors of $H$, with eigenvalues $\lambda_1,\lambda_2$ and circle radius $\varepsilon$,

$$H\mathbf q=(\lambda_1\varepsilon\cos t,\ \lambda_2\varepsilon\sin t).$$

This vector turns once counterclockwise if $\lambda_1\lambda_2>0$ and once clockwise if $\lambda_1\lambda_2<0$. A minimum or maximum contributes $+1$, and a saddle $-1$.

Now take a square of side $2\pi$, placed so that no stationary point lies on its edges. This is possible because there are finitely many of them. Opposite edges carry the same gradients by periodicity, and are traversed in opposite directions. Their contributions cancel, the total winding is zero, and

$$n_0-n_1+n_2=0. \qquad (7)$$

The proof uses smoothness, periodicity and nondegeneracy, and no other property of (1). The list above gives $2-4+2=0$.

### What the relation can miss

Equation (7) is necessary for completeness. It is not sufficient, because omitting one saddle together with one extremum leaves the sum unchanged.

A symmetry-constrained search shows how this can happen. On the line $b=a$ we have $d=0$, so $V_d=0$ by (4): the force across the line vanishes by exchange symmetry. A point stationary along the line is then stationary on the full surface. The search finds the two maxima and the $\sigma$ pair, and $0-2+2=0$. The line $b=-a$, where $s=0$ and $V_s=0$, gives the two maxima and the $\delta$ pair, with the same sum. Each list satisfies (7) and lacks both minima. Together the lines give $0-4+2=-2$, which exposes the gap.

The symmetry matters here. On the line $b=a+0.5$ rad, which is not a mirror line, the points stationary along the line can be located from sign changes of the derivative. The full gradient there is as large as 0.116 eV/rad. The constraint holds such a geometry in place; it is no stationary point of $V$.

A further necessary condition is that a continuous function on the torus has at least one minimum and one maximum. By (7) there are then at least two saddles. This rejects each single-line list, but it does not close the gap in general. A zero-sum selection from our 8 points takes $m$ of the 4 extrema and $m$ of the 4 saddles, which can be done in

$$\sum_{m=0}^{4}\binom4m^2=1+16+36+16+1=70$$

ways. One of these is the full list, so 69 incomplete lists, the empty one included, satisfy (7). Direct enumeration shows that 40 of them also contain a minimum and a maximum.

None of the 40 is closed under both the exchange $(a,b)\to(b,a)$ and the inversion $(a,b)\to(-a,-b)$. Adding the symmetry partners of each point found is therefore useful here. It is no proof of completeness for an unknown surface, which could hide a whole symmetric set with zero sum.

Windings of smaller cells say more than the total. Cut the torus into four squares of side $180^\circ$ whose lower corners have $a$ and $b$ equal to $-90^\circ$ or $90^\circ$. Following the gradient direction numerically along the edges gives windings $1,1,1,-3$. The last cell contains the maximum $(\pi,\pi)$ and all four saddles; each of the others contains one extremum. A search that missed the minimum at $(\pi,0)$ would list nothing in a cell of winding 1, and so would reveal where to look. A missed saddle and extremum in the same cell would still go unnoticed.

### A sufficient numerical test

Where the stationary points have no closed form, completeness can be established by excluding the rest of the torus, provided rigorous bounds on the second and third derivatives of $V$ are known. An analytic expression such as (1) supplies them; energies computed point by point do not. For positive $A,B,C$, differentiating (1) gives $|V_{aa}|\le A+B+C$ and $|V_{ab}|\le B+C$, and $V_{bb}$ obeys the same bound as $V_{aa}$. Within a square cell of half-width $h$, neither gradient component can differ from its value at the centre by more than

$$h\,[A+2(B+C)].$$

If either component is larger than this at the centre, the cell contains no stationary point. With $1000\times1000$ cells, $h=\pi/1000=0.00314$ rad and the bound is 0.00157 eV/rad. The test leaves 104 cells. All of them lie within $r=0.036$ rad of a listed point, cell corners included.

It remains to exclude a second stationary point $\mathbf q$ within $r$ of a listed point $\mathbf p$. Per unit displacement, the Hessian of $A(\cos a+\cos b)$ changes by at most $A$. That of $\cos(a\pm b)$ changes by at most $(\sqrt2)^3$, one factor $\sqrt2$ for each derivative. The Hessian within $r$ of $\mathbf p$ therefore differs from that at $\mathbf p$ by at most

$$r\,[A+2^{3/2}(B+C)]=0.036\times0.6657=0.0240\ \text{eV/rad}^2 .$$

The smallest eigenvalue magnitude of the $(a,b)$ Hessian over the list is 0.0600 eV/rad². It occurs at $(\pi,\pi)$ and is half of $|V_{ss}|$, because a unit change of $s$ moves the point by $\sqrt2$ in the $(a,b)$ plane.

If $\mathbf q$ were stationary, then $0=\mathbf g(\mathbf q)-\mathbf g(\mathbf p)=\bar H(\mathbf q-\mathbf p)$, where $\bar H$ is the Hessian averaged along the connecting segment. But $\bar H$ stretches every vector by at least $0.0600-0.0240>0$, so $\mathbf q=\mathbf p$. Up to rounding error in the evaluation, this proves completeness for the example without solving (4). The grid must be fine enough for the weakest curvature. With the same $1000\times1000$ cells the last inequality fails at $A=0.18$ eV (Hessian bound 0.095 against smallest eigenvalue 0.016 eV/rad²) and at $A=0.22$ eV (0.119 against 0.020). A finer grid is then needed; for nondegenerate points $r$ shrinks in proportion to $h$ once $h$ is small.

### The barrier

Let $B,C>0$ and $A^2<4BC$, so that $(\pi,0)$ and $(0,\pi)$ are the minima, with energy $-B-C$. In the $(s,d)$ plane their copies lie at $s=\pi/2+m\pi$, $d=\pi/2+n\pi$ with integer $m,n$. Even $m+n$ belongs to $(\pi,0)$ and odd $m+n$ to $(0,\pi)$. A path between them must change $m$ or $n$, and hence cross a line $x=\pm1$ or $y=\pm1$.

On $x=\pm1$, completing the square in (3) gives

$$V+B+C=2B+2C\left(y\pm\frac{A}{2C}\right)^2-\frac{A^2}{2C}\ \ge\ \frac{4BC-A^2}{2C}.$$

On $y=\pm1$ the same step gives the lower bound $(4BC-A^2)/(2B)$. Every path therefore climbs at least to the smaller of the two, which has the larger denominator.

For $C\ge B$ this height is attained. Let $s$ run from $\pi/2$ to $-\pi/2$ with $y=-(A/2C)x$, which is an allowed cosine because $A^2<4BC\le4C^2$. Then $d$ starts and ends at $\pi/2$, the path joins the two minima, and (3) gives

$$V+B+C=\left(2B+\frac{A^2}{2C}-\frac{A^2}{C}\right)x^2=\frac{4BC-A^2}{2C}\,x^2 .$$

The highest point is $x=1$, a saddle of the $\delta$ pair. For $B>C$ the roles are exchanged. Hence

$$E_b=\frac{4BC-A^2}{2\max(B,C)}. \qquad (8)$$

For the example,

$$E_b=\frac{0.0384-0.0100}{0.24}\ \text{eV}=0.1183\ \text{eV}=0.00435\ \text{hartree}.$$

## Comparison

The estimate of 0.16 eV is 35% above the exact barrier. For $C\ge B$, (8) reads $E_b=2B-A^2/(2C)$. The leading term is the scaling result, and the correction has the predicted form $A^2/C$ with a factor $\tfrac12$, or 0.042 eV. The single-rotor term lowers the saddle and leaves the energy of the minima unchanged.

The estimated count, 2 minima, 4 saddles and 2 maxima, is right for the example. With $B$ and $C$ fixed, the exact solution shows where it fails as $A$ grows:

- At $A=2B=0.16$ eV the $\sigma$ saddles merge with the maximum $(\pi,\pi)$ and leave a saddle there. At $A=0.18$ eV the numbers $(n_0,n_1,n_2)$ are $(2,3,1)$.
- At $A=2\sqrt{BC}=0.196$ eV the barrier (8) vanishes, while the estimate remains 0.16 eV. The two brackets in (4) are then proportional, and a whole closed curve is stationary. Its points are degenerate, and (7) does not apply.
- Beyond this value the $\delta$ pair are the minima, and $(\pi,0)$ and $(0,\pi)$ are saddles. At $A=0.22$ eV the numbers are again $(2,3,1)$, although the points have changed roles.
- At $A=2C=0.24$ eV the $\delta$ minima merge with the saddle $(\pi,\pi)$ and leave one minimum. At $A=0.30$ eV the numbers are $(1,2,1)$, the fewest possible for nondegenerate points, since there must be a minimum and a maximum and (7) then requires two saddles.

The alternating sum is zero at each of the four nondegenerate values of $A$ quoted here, while the total falls from 8 to 6 to 4. The relation therefore cannot tell how many points a complete list should have.
